# The Bardeen-Pines interaction between electrons in jellium, part 3

The problem is the interaction $V=v/\epsilon$ between two electrons in jellium that exchange momentum $q$ and energy $\omega$, with $v=4\pi/q^2$. Hartree atomic units are used, so $v_F=k_F$; $V$ is in Ha bohr$^3$. Electrons have density $n=k_F^3/3\pi^2$; ions have mass $M$, charge $+Z$, density $n_i=n/Z$ and displacement $\boldsymbol\xi$. A real frequency means $z=\omega+i0$.

The model assumes (a) mean-field response to the total potential $\phi$; (b) a cold ion fluid driven only by the mean electric field; (c) instantaneous electrons. The ion density changes by $\delta n_i$:
$$\delta\ddot n_i=-in_i\,\mathbf q\cdot\frac{-i\mathbf qZ\phi}{M}=-\frac{n_iZq^2}{M}\,\phi ,\tag{2}$$
$$vZ\,\delta n_i=\frac{\Omega^2}{z^2}\,\phi,\qquad \Omega^2=\frac{4\pi n_iZ^2}{M}=\frac{4\pi nZ}{M}.\tag{3}$$
For electrons, with $x=q/2k_F$, $u=z/qk_F$, $h(a)=(1-a^2)\,[\ln(a+1)-\ln(a-1)]$,
$$\chi_0(q,z)=-\frac{k_F}{\pi^2}\left[\frac12+\frac{h(x-u)+h(x+u)}{8x}\right].\tag{7}$$
Statically, $\epsilon_{\rm el}=1+\kappa^2F(x)/q^2$, $\kappa^2=4k_F/\pi$; $F$ is the bracket of (7) at $z\to i0$, or 1 in Thomas-Fermi form.

Under (c), $\epsilon=\epsilon_{\rm el}-\Omega^2/\omega^2$. With $\omega_q^2=\Omega^2/\epsilon_{\rm el}$, $W=v/\epsilon_{\rm el}$, $r=\omega/\omega_q$,
$$V(q,\omega)=W\,\frac{\omega^2}{\omega^2-\omega_q^2}=W\left[1+\frac{\omega_q^2}{\omega^2-\omega_q^2}\right].\tag{12}$$
Hence the static zero, $V(q,0)=0$ for $q>0$; at $q=\omega=0$ the limit depends on direction. For $r\ll1$,
$$V\simeq-\frac{4\pi\,\omega^2}{q^2\Omega^2},\tag{15}$$
A source $\rho_{\rm ext}$ induces ion and electron charges
$$\frac{\rho_{\rm ion}}{\rho_{\rm ext}}=\frac{\Omega^2/\omega^2}{\epsilon}=\frac{1}{r^2-1},\qquad
\frac{\rho_{\rm el}}{\rho_{\rm ext}}=-\frac{\epsilon_{\rm el}-1}{\epsilon}=-\Big(1-\frac1{\epsilon_{\rm el}}\Big)\frac{r^2}{r^2-1},\tag{13}$$
The program tests these by propagating coupled ion and electron fluids in time.

Dynamic electrons give $\epsilon=\epsilon'+i\epsilon''$, a relative shift $\sigma$ of the sign change, and a phonon half-width $\gamma$:
$$\operatorname{Im}\chi_0=-\frac{\omega}{2\pi q},\qquad\epsilon''=\frac{2\omega}{q^3}\qquad(0<\omega<qk_F-q^2/2).\tag{18}$$
$$\sigma=-\frac{\delta}{2\epsilon_{\rm el}}=\frac{\kappa^2}{q^2}\,\frac{u^2\,|h_r''(x)|}{16\,x\,\epsilon_{\rm el}},\qquad u=\frac{\omega_q}{qk_F}.\tag{19}$$
$$\frac1\epsilon\simeq\frac{\omega_q}{2\epsilon_{\rm el}}\,\frac{1}{\omega-\omega_q+i\gamma},\qquad\frac{\gamma}{\omega_q}=\frac{\epsilon''(\omega_q)}{2\epsilon_{\rm el}}=\frac{\omega_q}{q^3\epsilon_{\rm el}}.\tag{20}$$
Here $\delta$ is the change of the electronic part of $\epsilon'$, and $h_r''(a)=-2\ln|(1+a)/(1-a)|-4a/(1-a^2)$.

At imaginary frequency,
$$V(q,i\nu)=W\,\frac{\nu^2}{\nu^2+\omega_q^2}=W-\frac{W\omega_q^2}{\nu^2+\omega_q^2}.\tag{21}$$
$$\frac{1}{\epsilon(q,i\nu)}=1-\frac2\pi\int_0^\infty\!d\omega\,\frac{\omega\,[-\operatorname{Im}\epsilon^{-1}(q,\omega)]}{\omega^2+\nu^2}.\tag{22}$$
The sum rule is $(2/\pi)\int d\omega\,[-\operatorname{Im}\epsilon^{-1}]/\omega=1$; electrons alone have weight $1-1/\epsilon_{\rm el}$.

Phonon exchange is $g^2D$, with $g^2=W\omega_q/2$, $D=2\omega_q/(\omega^2-\omega_q^2)$. With $N=k_F/2\pi^2$ per spin and Fermi-sphere averages $\langle\cdot\rangle$, $\mu=N\langle W\rangle$, $\lambda=N\langle2g^2/\omega_q\rangle$; in Thomas-Fermi form
$$\lambda=\mu=\frac{k_F}{2\pi^2}\,\frac{4\pi}{2k_F^2}\,\frac12\ln\Big(1+\frac{4k_F^2}{\kappa^2}\Big)=\frac{1}{2\pi k_F}\ln\Big(1+\frac{4k_F^2}{\kappa^2}\Big).\tag{23}$$

## 9. Where the static zero fails

Add to the ion equation a restoring force beyond the mean field, $-Ms^2q^2\boldsymbol\xi$. A classical ideal-gas pressure $n_iT$ at fixed temperature gives $s^2=T/M$, for example; $s^2$ may also be negative. Equation (2) becomes $\delta\ddot n_i=-s^2q^2\delta n_i-n_iZq^2\phi/M$, and $z^2$ in (3) is replaced by $\omega^2-s^2q^2$. Then $\epsilon=\epsilon_{\rm el}-\Omega^2/(\omega^2-s^2q^2)=\epsilon_{\rm el}(\omega^2-\omega_L^2)/(\omega^2-s^2q^2)$ with $\omega_L^2=\omega_q^2+s^2q^2$, and
$$V=W\,\frac{\omega^2-s^2q^2}{\omega^2-\omega_L^2}=W\left[1+\frac{\omega_q^2}{\omega^2-\omega_L^2}\right],\qquad V(q,0)=W\Big(1-\frac{\omega_q^2}{\omega_L^2}\Big).\tag{25}$$
The numerator in the bracket keeps the jellium value $\omega_q^2$, and the pole moves to the true mode $\omega_L$; stability requires $\omega_L^2>0$. For $s^2>0$ the static interaction is repulsive and the attractive window shrinks to $sq<\omega<\omega_L$. For $s^2<0$ the static interaction is attractive, and so is $V(i\nu)$ for $\nu^2<|s^2|q^2$. The static value in (25) is tested by time propagation for both signs of $s^2$.

A crystal supplies such a term. Take point ions on a Bravais lattice $\mathbf R$, screened by Thomas-Fermi electrons, so that they repel through $\varphi(r)=Z^2e^{-\kappa r}/r$, whose Fourier transform is $\tilde\varphi=Z^2W$. Expanding $\tfrac12\sum\varphi(\mathbf R-\mathbf R'+\boldsymbol\xi_R-\boldsymbol\xi_{R'})$ to second order gives the force $-\sum_{R'}\partial_a\partial_b\varphi(\mathbf R-\mathbf R')(\xi_{R,b}-\xi_{R',b})$ on ion $\mathbf R$. For $\boldsymbol\xi_R=\boldsymbol\xi e^{i\mathbf q\cdot\mathbf R}$ and a lattice symmetric under $\mathbf R\to-\mathbf R$, this is $-MD_{ab}\xi_b$ with
$$D_{ab}(\mathbf q)=\frac1M\sum_{\mathbf R\ne0}(1-\cos\mathbf q\cdot\mathbf R)\,\partial_a\partial_b\varphi(\mathbf R).\tag{26}$$
If the core of $\varphi$ is smoothed, the term $\mathbf R=0$ vanishes and may be included. The Poisson summation formula $\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}A(\mathbf R)=n_i\sum_{\mathbf G}\tilde A(\mathbf q+\mathbf G)$, with $-k_ak_b\tilde\varphi$ as the transform of $\partial_a\partial_b\varphi$, then gives
$$D_{ab}=\frac{n_i}{M}\sum_{\mathbf G}\left[(q+G)_a(q+G)_b\,\tilde\varphi(\mathbf q+\mathbf G)-G_aG_b\,\tilde\varphi(\mathbf G)\right].$$
Here $\tilde\varphi$ must be the transform of the smoothed potential: with the unsmoothed $Z^2W$ the sum over a sphere of $\mathbf G$ grows linearly with the cutoff. A factor $e^{-(k^2+\kappa^2)\eta^2/2}$ on $\tilde\varphi(k)$, with $\eta$ small against the nearest-neighbour distance, leaves $\varphi$ unchanged at the lattice sites up to Gaussian tails and makes the sum converge. As the smoothing is removed, the term $\mathbf G=0$ becomes $n_iZ^2Wq_aq_b/M=\omega_q^2\hat q_a\hat q_b$: jellium is the crystal with the terms $\mathbf G\ne0$ removed. At small $q$ those terms start at order $\Omega^2q^2/G^2$, because the order linear in $q$ cancels between $\mathbf G$ and $-\mathbf G$. Relative to $\omega_q^2=\Omega^2q^2/(q^2+\kappa^2)$ their smoothed sum scales, for small $qa$ and $\kappa a$, as $(q^2+\kappa^2)a^2$, with the ion-sphere radius $a=(3/4\pi n_i)^{1/3}$. Their sign can be derived for weak screening. Away from the origin $\nabla^2\varphi=\kappa^2\varphi$, so the trace of (26) is $(\kappa^2/M)\sum(1-\cos\mathbf q\cdot\mathbf R)\varphi$. For $\kappa\to0$ at fixed $q$, $\kappa^2\sum\varphi\to4\pi n_iZ^2$ and the cosine part vanishes, so the three squared frequencies add up to $\Omega^2$ (the Kohn sum rule). The argument extends to $q$ comparable with $\kappa$, both small against $1/a$. Poisson summation turns the trace into $\Omega^2\kappa^2\sum_{\mathbf G}[1/(G^2+\kappa^2)-1/(|\mathbf q+\mathbf G|^2+\kappa^2)]$. The term $\mathbf G=0$ is $\Omega^2[1-\kappa^2/(q^2+\kappa^2)]=\omega_q^2$, and the others are of order $\Omega^2\kappa^2q^2a^4$, small against the order $\Omega^2q^2a^2$ of the lattice terms in $D$. In both cases stable transverse modes, absent in jellium, push the longitudinal mode below its jellium value, which corresponds to $s^2<0$.

An external charge produces the screened potential $W\rho_{\rm ext}$ and the force $-i\mathbf qZW\rho_{\rm ext}$ on each ion, so $M(D-\omega^2)\boldsymbol\xi=-i\mathbf qZW\rho_{\rm ext}$. The ion charge at wavevector $\mathbf q$ is $-iZn_i\mathbf q\cdot\boldsymbol\xi$, and $\phi=W(\rho_{\rm ext}+\rho_{\rm ion})$ gives
$$V(\mathbf q,\omega)=W\left[1-\frac{n_iZ^2W}{M}\,\mathbf q\cdot(D-\omega^2)^{-1}\cdot\mathbf q\right].\tag{27}$$
Along a cube axis of a cubic lattice, $\hat{\mathbf q}$ is an eigenvector of $D$ with eigenvalue $\omega_L^2$, and (27) reduces to (25). Equation (27) is the diagonal element of the interaction, which links a source at $\mathbf q$ to the potential at the same $\mathbf q$. It also holds for $\mathbf q$ beyond the first zone, with $D$ periodic and all other factors taken at the full $\mathbf q$. The displaced ions also create charge at $\mathbf q+\mathbf G$, which gives off-diagonal elements not treated here. The equality $\lambda=\mu$ has no reason to hold in a crystal.

## 10. Worked example

The model parameters are round: $r_s=3$ bohr, with $n=3/4\pi r_s^3=8.842\times10^{-3}$ bohr$^{-3}$, $Z=2$ and $M=5\times10^4$. They represent no particular material, and digits beyond the third serve only to check an implementation. Then $k_F=0.63972$ bohr$^{-1}$, $\kappa=0.90251$ bohr$^{-1}$, and $\Omega=2.10819\times10^{-3}$ Ha $=57.4$ meV. The sound speed is $c=\Omega/\kappa=2.10819\times10^{-3}/0.90251=2.3359\times10^{-3}$, or $5.1\times10^3$ m/s, and $c/v_F=3.65\times10^{-3}$.

At $q=k_F$ in Thomas-Fermi form, $v=4\pi/0.63972^2=30.71$ Ha bohr$^3$, $\epsilon_{\rm el}=1+(0.90251/0.63972)^2=2.9903$, $W=30.7065/2.9903=10.269$ Ha bohr$^3$, and $\omega_q=2.10819\times10^{-3}/\sqrt{2.9903}=1.21913\times10^{-3}$ Ha $=33.2$ meV. The two-fluid diagonalization gives $1.21912\times10^{-3}$ Ha. The adiabatic ratio $\omega_q/qv_F$ is $3.0\times10^{-3}$. The coupling is $g^2=10.2687\times1.21913\times10^{-3}/2=6.259\times10^{-3}$ Ha$^2$ bohr$^3$. The frequency dependence, with $V$ in Ha bohr$^3$ and charges relative to the source, is:

| $r$ | $\epsilon$ | $V$ | ion | electron | total |
|---|---|---|---|---|---|
| 0.1 | $-296.0$ | $-0.1037$ | $-1.010$ | $0.007$ | $-1.003$ |
| 0.5 | $-8.971$ | $-3.423$ | $-1.333$ | $0.222$ | $-1.111$ |
| 0.9 | $-0.7014$ | $-43.78$ | $-5.263$ | $2.838$ | $-2.426$ |
| 1.1 | $0.5190$ | $59.17$ | $4.762$ | $-3.835$ | $0.927$ |
| 2.0 | $2.243$ | $13.69$ | $0.333$ | $-0.887$ | $-0.554$ |

For $r=0.5$: $\epsilon=2.9903\,(1-4)=-8.971$, $V=30.7065/(-8.9709)=-3.423$, the ion ratio is $1/(0.25-1)=-1.333$, and the electron ratio is $(1-1/2.9903)/3=0.222$. At $r=0.1$ the law (15) gives $-0.1027$ against $-0.1037$; the ratio is the neglected factor $1/(1-r^2)=1.010$. At $z=(0.5+0.02i)\omega_q$ the time propagation and (12) both give $-3.4059-0.3645i$. On the imaginary axis, (21) gives $0.1017$, $5.134$ and $10.167$ at $\nu=0.1$, $1$ and $10\,\omega_q$; the middle value is $W/2$. With $\kappa^2/k_F^2=1.9903$, (23) gives $\mu=\ln(1+4/1.9903)/(2\pi\times0.63972)=0.274$, and the quadrature gives $\lambda=0.274$.

With the Lindhard function at $q=k_F$, $\epsilon_{\rm el}=2.8151$, $W=10.908$ Ha bohr$^3$ and $\omega_q=1.25649\times10^{-3}$ Ha $=34.2$ meV. At $r=0.5$, static electrons give $V=-10.9077/3=-3.636$ and dynamic electrons give $-3.6359-0.0021i$. The imaginary part follows from (18): $\epsilon''=1.25649\times10^{-3}/0.63972^3=4.80\times10^{-3}$ and $\operatorname{Im}V=-v\epsilon''/\epsilon^2=-30.71\times4.80\times10^{-3}/(3\times2.8151)^2=-0.0021$, about $6\times10^{-4}$ of $|V|$. Equation (20) gives $\gamma/\omega_q=1.25649\times10^{-3}/(0.63972^3\times2.8151)=1.705\times10^{-3}$, equal to the numerical half-width. In (19), $x=\tfrac12$, $|h_r''|=2\ln3+8/3=4.864$ and $u=1.25649\times10^{-3}/0.63972^2=3.070\times10^{-3}$, so $\sigma=1.9903\times(3.070\times10^{-3})^2\times4.864/(8\times2.8151)=4.05\times10^{-6}$, which is the shift found by root search. The largest shift on the grid of wavevectors is $7.0\times10^{-6}$, below $Z/M=4\times10^{-5}$.

The spectral integrals are taken at $q=1.5k_F$, where the program asserts $\epsilon'>0$ on a grid above the electron-hole continuum, so that no separate plasmon term is needed. There $\epsilon_{\rm el}=1.6933$ and $\omega_q=1.62009\times10^{-3}$ Ha. The sum rule integrates to $1.0000000$. The weight below $10\,\omega_q$ is $0.5985$, larger than $1/\epsilon_{\rm el}=0.5906$ by about $0.008$. The excess is continuum weight. By (18), the electrons alone have weight $b=(4/\pi)\,\omega_q/(q^3\epsilon_{\rm el}^2)$ per unit $r$ at low frequency, and $b=1.2732\times1.62009\times10^{-3}/[(1.5\times0.63972)^3\times1.6933^2]=8.1\times10^{-4}$. The weight above $r=10$ is the electronic total less $10b$, plus the enhancement caused by the ions, $b\int_{10}^\infty[r^4/(r^2-1)^2-1]\,dr\simeq b\int_{10}^\infty2r^{-2}dr=0.2b$. Because the total is 1, the excess below is $9.8b=0.0080$. At $\nu=\omega_q$ the spectral integral gives $1/\epsilon=0.29560$, while (21) gives $1/2\epsilon_{\rm el}=0.29528$. The difference, $1.1\times10^{-3}$ relative to the latter, is the term $i\epsilon''$ continued to $\omega=i\nu$, which lowers $\epsilon$ by $2\nu/q^3$, a fraction $\omega_q/(q^3\epsilon_{\rm el})=1.1\times10^{-3}$ of $2\epsilon_{\rm el}$.

Beyond the cold fluid, again in Thomas-Fermi form at $q=k_F$: $s^2q^2=+0.3\,\omega_q^2$ gives $V(q,0)=10.2687\times0.3/1.3=2.37$, and $s^2q^2=-0.3\,\omega_q^2$ gives $-10.2687\times0.3/0.7=-4.40$ Ha bohr$^3$. For a bcc lattice at the same ion density, $a=3.78$ bohr. With the screening artificially weakened and $q=\kappa/2$ along a cube axis, the real-space sum (26) gives $1-\omega_L^2/\omega_q^2=0.0377$ at $\kappa a=0.5$ and $0.0095$ at $\kappa a=0.25$. The ratio is 3.97, against 4 for a pure $(\kappa a)^2$ law, and the positive sign agrees with the trace argument; the program asserts both the sign at $\kappa a=0.25$ and the ratio within a band around 4. At the actual screening, $\kappa a=3.41$, and at $q=k_F$ along a cube axis, $qa=2.42$, the departure from jellium is not a correction. The sum gives $\omega_L^2/\omega_q^2=0.0903$, so the terms $\mathbf G\neq0$ cancel about nine tenths of the jellium term, and $V(q,0)=W(1-1/0.0903)\approx-10W\approx-1.0\times10^2$ Ha bohr$^3$. The program asserts that $D$ is positive definite and that the longitudinal direction decouples at this $\mathbf q$; it does not test (27) by a second route. The trace argument needs $\kappa a$ small and does not reach this case, and the size of the cancellation is not explained here. The value belongs to point ions with Thomas-Fermi screening at one wavevector. It shows that the static zero is a property of assumption (b), and it is no estimate for a real metal.

## 11. Notes for implementation

Evaluate (12) as $v\omega^2/(\epsilon_{\rm el}\omega^2-\Omega^2)$, which is regular at $\omega=0$ for $q>0$, and take $W$ as $4\pi/(q^2+\kappa^2F)$, which is regular at $q=0$; the limits $F(0)=1$ and $F(1)=\tfrac12$ must be coded explicitly. The point $q=0$, $\omega=0$ has no unique value by section 5; in the average over the Fermi sphere it is suppressed by the measure $q\,dq$.

Evaluate (7) in complex arithmetic with the two logarithms kept separate, and give a real frequency a positive imaginary part far below rounding level, which selects the retarded branch. The same imaginary part keeps the logarithms finite at $a=\pm1$, where the factor $1-a^2$ makes their product negligible. At small $x$ the sum $h(x-u)+h(x+u)$ is a difference of nearly equal terms divided by $8x$, and at fixed $u$ the rounding error grows as $1/x$. At fixed frequency it grows much faster: $u=z/qk_F$ rises as $1/x$, each $h$ carries a rounding error of order $|u|^2$ while $\chi_0$ falls as $1/u^2$, and the relative error grows roughly as $|u|^4/x\propto x^{-5}$. For the parameters of section 10 at $z=0.01i$ Ha in double precision it is about $4\times10^{-10}$ at $x=10^{-3}$, $5\times10^{-4}$ at $x=10^{-4}$ and larger than 1 at $x=10^{-5}$. For $|u|\gg1$ and small $x$, use the expansion in $1/u^2$, whose leading term is $\chi_0\to nq^2/z^2$.

On the real axis the phonon line has a relative half-width at most of order $c/v_F$ for $q<2k_F$. For larger $q$, outside the narrow window at $2k_F$, it is a delta function in $-\operatorname{Im}\epsilon^{-1}$ of area $\pi\omega_q/2\epsilon_{\rm el}$, which a quadrature misses and which must be added analytically. Quadratures of (22) need break points at $\omega_q$, at several multiples of $\gamma$ on each side, and at the continuum edges $|qk_F-q^2/2|$ and $qk_F+q^2/2$. On the Matsubara axis (21) is smooth, and static electrons are accurate to relative order $\nu/qv_F$.

When Coulomb and phonon kernels are stored separately, both must use the same $\epsilon_{\rm el}(q)$ in $W$, $g^2$ and $\omega_q$. For jellium, $W-2g^2/\omega_q=0$ at each $q$ is then a check on the factors of $Z$, on the factor 2 in $D$ and on the volume normalization, and (23) is a check on the spin convention of $N$. When $\omega_L$ comes from a lattice calculation, the pole term along a symmetry direction is $W\omega_q^2/(\omega^2-\omega_L^2)$, so $g^2=W\omega_q^2/2\omega_L$, and that cancellation must not be imposed. This form of $g^2$ is the diagonal element (27) for point ions screened by a homogeneous electron gas; in a real metal the ionic pseudopotential, local fields and band states also enter the vertex, and the formula does not carry over. The program and its output follow.

## Computed results

```
inputs: rs = 3 bohr, Z = 2, M = 50000 m_e
n = 8.84194e-03 bohr^-3, ni = 4.42097e-03 bohr^-3
kF = 0.63972 bohr^-1, kappa = 0.90251 bohr^-1, EF = 0.20462 Ha
electron plasma frequency = 0.33333 Ha
Omega = 2.10819e-03 Ha = 57.37 meV
c = 2.33593e-03 a.u. = 5110 m/s, c/vF = 3.6515e-03, Z/M = 4.0e-05
-- Thomas-Fermi, q = kF --
v = 30.7065 Ha bohr^3, eps_el = 2.9903, W = 10.2687 Ha bohr^3
wq = 1.21913e-03 Ha = 33.17 meV, wq/(q vF) = 2.979e-03
two-fluid low mode = 1.21912e-03 Ha
g^2 = 6.2594e-03 Ha^2 bohr^3
w/wq, eps, V (Ha bohr^3), ion, electron, total induced charge / external
 0.1  -296.0406   -0.1037  -1.0101   0.0067  -1.0034
 0.5    -8.9709   -3.4229  -1.3333   0.2219  -1.1115
 0.9    -0.7014  -43.7770  -5.2632   2.8375  -2.4257
 1.1     0.5190   59.1672   4.7619  -3.8350   0.9269
 2.0     2.2427   13.6916   0.3333  -0.8874  -0.5541
low-frequency law at w = 0.1 wq: V = -0.1027 Ha bohr^3
z = (0.5+0.02i) wq, propagated V = -3.4059-0.3645j Ha bohr^3
z = (0.5+0.02i) wq, formula V = -3.4059-0.3645j Ha bohr^3
V(i nu), nu = 0.1 wq: 0.1017 Ha bohr^3
V(i nu), nu = 1 wq: 5.1343 Ha bohr^3
V(i nu), nu = 10 wq: 10.1670 Ha bohr^3
N (per spin) = 0.03241 Ha^-1 bohr^-3, lambda = 0.2741, mu = 0.2741
-- Lindhard, q = kF --
eps_el = 2.8151, W = 10.9077 Ha bohr^3
wq = 1.25649e-03 Ha = 34.19 meV
static-electron V(0.5 wq) = -3.6359 Ha bohr^3
dynamic-electron V(0.5 wq) = -3.6359-0.0021j Ha bohr^3
relative shift of sign change = 4.05e-06
largest shift for q in 0.05..1.9 kF = 7.01e-06
gamma/wq = 1.7049e-03, numerical FWHM/(2 wq) = 1.7049e-03
-- spectral weights, q = 1.5 kF --
eps_el = 1.6933, 1/eps_el = 0.5906, wq = 1.62009e-03 Ha
below 10 wq = 0.5985, above = 0.4015, sum = 1.0000000
1/eps(i wq): spectral = 0.29560, 1/(2 eps_el) = 0.29528
-- beyond the cold fluid, Thomas-Fermi, q = kF --
s^2 q^2 = +0.3 wq^2: V(q,0) = 2.3697 Ha bohr^3
s^2 q^2 = -0.3 wq^2: V(q,0) = -4.4009 Ha bohr^3
ion-sphere a = 3.7798 bohr, bcc constant = 7.6766 bohr, kappa a = 3.411
1 - wL^2/wq^2 at q = kappa/2: 0.03773 (kappa a 0.5), 0.00950 (0.25)
ratio of the two deficits = 3.972
bcc wL = 3.66352e-04 Ha, wL^2/wq^2 = 0.0903
bcc V(q,0) = -103.4467 Ha bohr^3, V/W = -10.0740
```
